# Kondo Spin Flips as a Coulomb Gas and an Inverse-Square Ising Chain: a numerical check

```python
"""Kondo partition function as an alternating Coulomb gas and an Ising ring.

Result under test: for spin flips far apart compared with hbar/D, the weight
of a flip history is y^(2n) exp(alpha sum_{i<j} q_i q_j ln L_ij), where
  alpha = 2 (1 - 2 delta/pi)^2,  delta = arctan(pi rho Jz/4),
  L_ij = (beta/pi) sin(pi |t_i-t_j|/beta),  q = +1, -1 alternating,
and an Ising ring with coupling K2 (pi/M)^2/sin^2(pi r/M), K2 = alpha/4,
and nearest-neighbour coupling K1 has the same weights.
H = H_band + Jz Sz (n_up-n_dn)/2 + (Jp/2)(S+ psi_dn^+ psi_up + h.c.)
Inside the program energies are in units of D (half bandwidth) and imaginary
times in hbar/D; rho is the density of states per spin.
"""
import numpy as np
from scipy.constants import hbar, k as k_B, e as e_charge
from scipy.linalg import lu_factor, lu_solve


def channel(levels, amps, durations, potentials, annihilate, create):
    """One electron spin in a piecewise constant local potential.

    Returns ln of the fermion trace and the time-ordered <psi psi^+> between
    the starting times of the listed segments. The time-sliced block matrix
    avoids products of exponentials with a huge dynamic range.
    """
    n = len(levels)
    blocks, start = [], []
    for duration, potential in zip(durations, potentials):
        pieces = int(np.ceil(duration / 20.0))
        h = np.diag(levels) + potential * np.outer(amps, amps)
        ev, vec = np.linalg.eigh(h)
        step = (vec * np.exp(-ev * duration / pieces)) @ vec.T
        start.append(len(blocks))
        blocks += [step] * pieces
    count = len(blocks)
    matrix = np.eye(count * n)
    for l, step in enumerate(blocks):
        r = (l + 1) % count
        sign = 1.0 if r == 0 else -1.0      # antiperiodic closure
        matrix[r*n:(r+1)*n, l*n:(l+1)*n] += sign * step
    lu, piv = lu_factor(matrix)
    diag = np.diag(lu)
    swaps = np.count_nonzero(piv != np.arange(len(piv)))
    assert np.prod(np.sign(diag)) * (-1)**swaps > 0
    logdet = np.sum(np.log(np.abs(diag)))
    green = np.zeros((len(annihilate), len(create)))
    if len(create):
        rhs = np.zeros((count * n, len(create)))
        for c, seg in enumerate(create):
            rhs[start[seg]*n:(start[seg]+1)*n, c] = amps
        sol = lu_solve((lu, piv), rhs)
        for a, seg in enumerate(annihilate):
            green[a] = amps @ sol[start[seg]*n:(start[seg]+1)*n]
    return logdet, green


def log_weight(levels, amps, durations, jz, insert_flips=True):
    """ln weight of a path: impurity up, down, up, ... for the durations."""
    spins = np.array([1 - 2 * (i % 2) for i in range(len(durations))])
    to_up = list(range(0, len(durations), 2))
    to_down = list(range(1, len(durations), 2))
    if len(durations) == 1 or not insert_flips:
        to_up, to_down = [], []
    log_u, g_u = channel(levels, amps, durations, jz/4*spins, to_up, to_down)
    log_d, g_d = channel(levels, amps, durations, -jz/4*spins, to_down, to_up)
    if not to_up:
        return log_u + log_d
    value = np.linalg.det(g_u) * np.linalg.det(g_d) * (-1)**len(to_down)
    assert value > 0
    return log_u + log_d + np.log(value)


# ---- Flip expansion against exact diagonalization of a small cluster ----
small_levels, small_amps = np.array([-0.6, 0.9]), np.array([0.6, 0.8])
small_beta, small_jz = 2.0, 0.7
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)


def kron_all(factors):
    out = np.eye(1)
    for f in factors:
        out = np.kron(out, f)
    return out


modes = [kron_all([one] + [parity]*m + [lower] + [one]*(3-m)) for m in range(4)]
s_z = kron_all([np.diag([0.5, -0.5])] + [one]*4)
s_plus = kron_all([lower] + [one]*4)
psi_up = small_amps[0]*modes[0] + small_amps[1]*modes[1]
psi_dn = small_amps[0]*modes[2] + small_amps[1]*modes[3]
h_static = sum(small_levels[m % 2] * modes[m].T @ modes[m] for m in range(4))
h_static = h_static + small_jz/2 * s_z @ (psi_up.T@psi_up - psi_dn.T@psi_dn)
flip = s_plus @ psi_dn.T @ psi_up
flip = (flip + flip.T) / 2
j_squared = np.linspace(0.0, 2.0, 8)
z_exact = [np.exp(-small_beta*np.linalg.eigvalsh(h_static+np.sqrt(x)*flip)).sum()
           for x in j_squared]
coef = np.polyfit(j_squared, z_exact, 7)[::-1]


def small_weight(durations):
    return np.exp(log_weight(small_levels, small_amps, durations, small_jz))


nodes, wts = np.polynomial.legendre.leggauss(7)
nodes, wts = (nodes + 1)/2, wts/2
b = small_beta
order0 = 2 * small_weight([b])
order2 = b/4 * b * sum(w*small_weight([b*x, b*(1-x)]) for x, w in zip(nodes, wts))
order4 = 0.0
for x1, w1 in zip(nodes, wts):
    for x2, w2 in zip(nodes, wts):
        for x3, w3 in zip(nodes, wts):
            d1, d2 = b*x1, b*(1-x1)*x2
            d3 = b*(1-x1)*(1-x2)*x3
            jac = b**3 * (1-x1)**2 * (1-x2)
            order4 += w1*w2*w3*jac*small_weight([d1, d2, d3, b-d1-d2-d3])
order4 *= b/2/16
assert abs(order0/coef[0] - 1) < 1e-9
assert abs(order2/coef[1] - 1) < 1e-6
assert abs(order4/coef[2] - 1) < 1e-4

# ---- Cauchy determinant for alternating times on a circle ----
rng = np.random.default_rng(3)
angles = np.sort(rng.uniform(0, np.pi, 8))
charges = np.array([1, -1]*4)
cauchy = np.linalg.det(1/np.sin(angles[0::2, None] - angles[None, 1::2]))
log_product = sum(charges[i]*charges[j]*np.log(np.sin(angles[j]-angles[i]))
                  for i in range(8) for j in range(i+1, 8))
assert abs(np.log(abs(cauchy)) - log_product) < 1e-8

# ---- Wide flat band: quadrature levels, dense near the Fermi level ----
rho, sites = 0.5, 400
beta = float(sites)                   # D/(k_B T); one Ising site per hbar/D
x7, w7 = np.polynomial.legendre.leggauss(7)
edges = [0.0, 1/64, 1/16, 1/4, 1.0]
pos = np.concatenate([(lo+hi)/2 + (hi-lo)/2*x7 for lo, hi in zip(edges, edges[1:])])
wgt = np.concatenate([(hi-lo)/2*w7 for lo, hi in zip(edges, edges[1:])])
levels = np.concatenate([-pos, pos])
amps = np.sqrt(rho*np.concatenate([wgt, wgt]))


def chord(t):
    return beta/np.pi*np.sin(np.pi*t/beta)


def phase(jz):
    return np.arctan(np.pi*rho*jz/4)


def gas_exponent(jz):
    return 2*(1 - 2*phase(jz)/np.pi)**2


for t in (40.0, 100.0, 200.0):
    g_band = np.sum(amps**2*np.exp(-levels*t)/(1+np.exp(-beta*levels)))
    assert abs(g_band*chord(t)/rho - 1) < 2e-3   # finite quadrature of the band

# ---- Green function in a switched potential ----
strong = 1.6
d_s = phase(strong)
_, green = channel(levels, amps, [32., 176., 32., 160.],
                   strong/4*np.array([1, 1, -1, -1]), [3], [1])


def x_function(t):
    return -2*d_s/np.pi*(np.log(chord(abs(t))) - np.log(chord(abs(t-208.))))


green_formula = rho/chord(208.)*np.cos(d_s)**2*np.exp(x_function(240.)-x_function(32.))
green_exact = green[0, 0]
assert abs(green_exact/green_formula - 1) < 0.05   # corrections of order hbar/(D t)

# ---- Exponents from exact determinants at two separations ----
t_a, t_b = 50.0, 200.0
log_ratio = np.log(chord(t_b)/chord(t_a))
potential_only = [log_weight(levels, amps, [t, beta-t], strong, False)
                  for t in (t_a, t_b)]
pot_exponent = (potential_only[0]-potential_only[1])/log_ratio
pot_formula = 2*(2*d_s/np.pi)**2
assert abs(pot_exponent - pot_formula) < 0.02
J = 0.4
exponents = {}
for jz in (J, strong, -strong):
    w_a, w_b = [log_weight(levels, amps, [t, beta-t], jz) for t in (t_a, t_b)]
    exponents[jz] = (w_a - w_b)/log_ratio
    assert abs(exponents[jz]/gas_exponent(jz) - 1) < 0.03

# ---- Four flips at strong Jz: interaction between two pairs ----
four = [60., 60., 120., 160.]
w0_s = log_weight(levels, amps, [beta], strong)
cross_exact = (log_weight(levels, amps, four, strong) + w0_s
               - log_weight(levels, amps, [60., 340.], strong)
               - log_weight(levels, amps, [120., 280.], strong))
cross_formula = gas_exponent(strong)*np.log(
    chord(120.)*chord(180.)/(chord(240.)*chord(60.)))
assert abs(cross_exact - cross_formula) < 0.03

# ---- Ising ring: kink form of the inverse-square energy ----
sep = np.abs(np.subtract.outer(np.arange(sites), np.arange(sites)))
coupling = np.zeros((sites, sites))
off = sep > 0
coupling[off] = (np.pi/sites)**2/np.sin(np.pi*sep[off]/sites)**2
kink_u = np.array([coupling[:r, r:].sum()/2 for r in range(sites)])
random_spins = rng.choice([-1, 1], sites)
walls = np.flatnonzero(random_spins != np.roll(random_spins, 1))
wall_q = random_spins[walls]
pair_energy = (random_spins@coupling@random_spins - coupling.sum())/2
kink_energy = 4*sum(wall_q[i]*wall_q[j]*kink_u[walls[j]-walls[i]]
                    for i in range(len(walls)) for j in range(i+1, len(walls)))
assert abs(pair_energy - kink_energy) < 1e-7*abs(pair_energy)
r_far = np.arange(20, sites-19)
u_error = np.max(np.abs(kink_u[r_far]-np.log(chord(r_far))-1-np.euler_gamma))
assert u_error < 1e-3

# ---- Worked example: isotropic J, Ising couplings, comparison of weights ----
delta, alpha = phase(J), gas_exponent(J)
w0 = log_weight(levels, amps, [beta], J)


def kondo_log(durations):
    return (log_weight(levels, amps, durations, J) - w0
            + len(durations)*np.log(J/2))


log_y = (kondo_log([200., 200.]) + alpha*np.log(chord(200.)))/2
K2 = alpha/4
K1 = -log_y/2 - K2*(1+np.euler_gamma)


def ising_log(durations):
    s = np.concatenate([np.full(int(d), 1-2*(i % 2))
                        for i, d in enumerate(durations)])
    near = np.sum(s*np.roll(s, 1) - 1)
    return K1*near + K2*(s@coupling@s - coupling.sum())/2


table = []
for r in (2, 5, 10, 20, 50, 100):
    pair = [float(r), beta-r]
    table.append((r, kondo_log(pair), ising_log(pair)))
    if r >= 50:
        assert abs(table[-1][1]-table[-1][2]) < 0.03
four_kondo, four_ising = kondo_log(four), ising_log(four)
assert abs(four_kondo - four_ising) < 0.05

D_joule = 1.0*e_charge
time_unit = hbar/D_joule*1e15
print("Small cluster: beta =", small_beta, ", Jz =", small_jz, "(energy unit 1)")
print(f" Z coefficient of Jp^2: diagonalization {coef[1]:.6f}, flips {order2:.6f}")
print(f" Z coefficient of Jp^4: diagonalization {coef[2]:.6f}, flips {order4:.6f}")
print("Example: half bandwidth D = 1 eV, flat band")
print(f" rho = {rho:.2f} per eV and spin, Jz = Jperp = {J:.2f} eV, rho*J = {rho*J:.2f}")
print(f" k_B T = {1e3/beta:.2f} meV, T = {D_joule/beta/k_B:.2f} K")
print(f" hbar/D = {time_unit:.4f} fs, hbar*beta = {beta*time_unit:.1f} fs")
print(f" delta = {delta:.4f} rad, 1-2 delta/pi = {1-2*delta/np.pi:.4f}")
print(f" gas exponent alpha = {alpha:.4f}, 2-alpha = {2-alpha:.4f}")
print(f" fugacity y (tau_c = hbar/D) = {np.exp(log_y):.4f}, rho*Jperp/2 = {rho*J/2:.4f}")
print(f" Ising K2 = {K2:.4f}, K1 = {K1:.4f}, sites M = {sites}")
print(f"Exponent from determinants at separations {t_a:.0f} and {t_b:.0f} hbar/D:")
for jz, value in exponents.items():
    print(f" Jz = {jz:5.2f} eV: delta = {phase(jz):7.4f} rad, "
          f"determinants {value:.4f}, formula {gas_exponent(jz):.4f}")
print(f"At Jz = {strong:.2f} eV:")
print(f" potential-only exponent: determinants {pot_exponent:.4f}, formula {pot_formula:.4f}")
print(f" switched <psi psi+>: exact {green_exact:.6f}, formula {green_formula:.6f}")
print(f" ln pair-pair factor: exact {cross_exact:.4f}, formula {cross_formula:.4f}")
print(f"Largest error of logarithmic kink potential, r >= 20 sites: {u_error:.1e}")
print("ln weight of two flips per (hbar/D)^2, example:")
for r, a, c in table:
    print(f" separation {r:3d} hbar/D = {r*time_unit:6.2f} fs: Kondo {a:.4f}, Ising {c:.4f}")
print("Four flips, segment lengths 60, 60, 120, 160 hbar/D:")
print(f" ln weight: Kondo {four_kondo:.4f}, Ising {four_ising:.4f}")
print("success")
```

It prints:

```
Small cluster: beta = 2.0 , Jz = 0.7 (energy unit 1)
 Z coefficient of Jp^2: diagonalization 5.785770, flips 5.785770
 Z coefficient of Jp^4: diagonalization 0.383638, flips 0.383638
Example: half bandwidth D = 1 eV, flat band
 rho = 0.50 per eV and spin, Jz = Jperp = 0.40 eV, rho*J = 0.20
 k_B T = 2.50 meV, T = 29.01 K
 hbar/D = 0.6582 fs, hbar*beta = 263.3 fs
 delta = 0.1558 rad, 1-2 delta/pi = 0.9008
 gas exponent alpha = 1.6229, 2-alpha = 0.3771
 fugacity y (tau_c = hbar/D) = 0.1106, rho*Jperp/2 = 0.1000
 Ising K2 = 0.4057, K1 = 0.4612, sites M = 400
Exponent from determinants at separations 50 and 200 hbar/D:
 Jz =  0.40 eV: delta =  0.1558 rad, determinants 1.6228, formula 1.6229
 Jz =  1.60 eV: delta =  0.5610 rad, determinants 0.8266, formula 0.8266
 Jz = -1.60 eV: delta = -0.5610 rad, determinants 3.6842, formula 3.6836
At Jz = 1.60 eV:
 potential-only exponent: determinants 0.2551, formula 0.2551
 switched <psi psi+>: exact 0.001077, formula 0.001070
 ln pair-pair factor: exact 0.5088, formula 0.5088
Largest error of logarithmic kink potential, r >= 20 sites: 2.1e-04
ln weight of two flips per (hbar/D)^2, example:
 separation   2 hbar/D =   1.32 fs: Kondo -5.7694, Ising -5.5610
 separation   5 hbar/D =   3.29 fs: Kondo -7.0355, Ising -7.0214
 separation  10 hbar/D =   6.58 fs: Kondo -8.1424, Ising -8.1411
 separation  20 hbar/D =  13.16 fs: Kondo -9.2603, Ising -9.2600
 separation  50 hbar/D =  32.91 fs: Kondo -10.7115, Ising -10.7115
 separation 100 hbar/D =  65.82 fs: Kondo -11.7079, Ising -11.7079
Four flips, segment lengths 60, 60, 120, 160 hbar/D:
 ln weight: Kondo -21.9163, Ising -21.9163
success
```
